# Jahn-Teller energies of an electron pair and a triplet in a vacancy: test program

```python
"""
Result under test: a t2 level (orbitals x, y, z) coupled linearly to an e mode
has one-electron Jahn-Teller energy E_JT = V^2/(2k).  Two electrons paired in
one orbital gain 4 E_JT; a spin triplet gains 1 E_JT.
Symbols: Q = (Q_theta, Q_eps) mode coordinates (angstrom), k stiffness
(eV/A^2), V force (eV/A), U / Up repulsion in the same / in different orbitals,
J exchange and pair-hopping integral (eV), F total force in units of V.
Gains are measured from the same configuration at Q = 0 unless stated.
"""
import itertools
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, brentq

V, k = 2.0, 10.0
U, J = 0.25, 0.05
Up = U - 2 * J
mass_u = 28.085            # mass of one Si atom, atomic mass units
cubic = 1.0                # cubic lattice coefficient, eV/A^3
E_JT = V**2 / (2 * k)
rng = np.random.default_rng(1)

# ---- coupling tensor from the 24 operations of Td --------------------------
e_basis = [np.diag([-1, -1, 2]) / np.sqrt(6), np.diag([1, -1, 0]) / np.sqrt(2)]
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(perm)])
assert len(group) == 24
projector = np.zeros((18, 18))
for R in group:
    D = np.array([[np.trace(a @ R @ b @ R.T) for b in e_basis] for a in e_basis])
    projector += np.kron(D, np.kron(R, R)) / 24
n_couplings = np.trace(projector)
assert abs(n_couplings - 1) < 1e-10
coupling = np.linalg.eigh(projector)[1][:, -1].reshape(2, 3, 3)
coupling = coupling / coupling[0, 2, 2]
forces = np.array([coupling[:, i, i] for i in range(3)])
for a in range(2):
    assert np.allclose(coupling[a], np.diag(np.diag(coupling[a])), atol=1e-10)
gram = forces @ forces.T
assert np.allclose(gram, 1.5 * np.eye(3) - 0.5, atol=1e-10)

# occupation rule for every filling of the shell
for n in itertools.product(range(3), repeat=3):
    n = np.array(n)
    F = n @ forces
    assert abs(F @ F - (3 * np.sum(n**2) - n.sum()**2) / 2) < 1e-10

# arbitrary complex orbitals never beat x, y, z
best_pair, best_triplet = 0.0, 0.0
for _ in range(3000):
    A = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    orb = np.linalg.qr(A)[0]
    f = np.array([[np.vdot(orb[:, m], coupling[a] @ orb[:, m]).real
                   for a in range(2)] for m in range(3)])
    p = abs(orb[:, 0])**2
    pair = np.sum((2 * f[0])**2)
    assert abs(pair - 2 * (3 * np.sum(p**2) - 1)) < 1e-9
    best_pair = max(best_pair, pair)
    best_triplet = max(best_triplet, np.sum((f[0] + f[1])**2))
assert best_pair <= 4 + 1e-9 and best_triplet <= 1 + 1e-9

# ---- Fock space of six spin orbitals ---------------------------------------
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ann = [reduce(np.kron, [parity] * m + [lower] + [one] * (5 - m)) for m in range(6)]


def c(i, s):
    return ann[2 * i + s]


g = np.zeros((3, 3, 3, 3))
for i in range(3):
    g[i, i, i, i] = U
    for j in range(3):
        if i != j:
            g[i, i, j, j] = Up
            g[i, j, i, j] = g[i, j, j, i] = J
H_coulomb = np.zeros((64, 64))
for i, j, m, l in np.argwhere(g != 0):
    for s in range(2):
        for t in range(2):
            H_coulomb += 0.5 * g[i, j, m, l] * (
                c(i, s).T @ c(m, t).T @ c(l, t) @ c(j, s))
force_ops = [sum(coupling[a, i, j] * c(i, s).T @ c(j, s) for i in range(3)
                 for j in range(3) for s in range(2)) for a in range(2)]
number = sum(a.T @ a for a in ann)
Sz = 0.5 * sum(c(i, 0).T @ c(i, 0) - c(i, 1).T @ c(i, 1) for i in range(3))
S_plus = sum(c(i, 0).T @ c(i, 1) for i in range(3))
S_squared = S_plus.T @ S_plus + Sz @ Sz + Sz


def sector(N, S):
    """Force and Coulomb operators in the states with N electrons, spin S."""
    keep = np.where((abs(np.diag(number) - N) < 1e-9)
                    & (abs(np.diag(Sz) - S) < 1e-9))[0]
    val, vec = np.linalg.eigh(S_squared[np.ix_(keep, keep)])
    B = np.eye(64)[:, keep] @ vec[:, abs(val - S * (S + 1)) < 1e-8]
    return [B.T @ f @ B for f in force_ops], B.T @ H_coulomb @ B


single, singlet, triplet = sector(1, 0.5), sector(2, 0), sector(2, 1)
assert len(singlet[1]) == 6 and len(triplet[1]) == 3


def surface(Q, sec, force=V, repulsion=1.0, c3=0.0):
    f, h = sec
    H = force * (Q[0] * f[0] + Q[1] * f[1]) + repulsion * h
    lattice = 0.5 * k * (Q[0]**2 + Q[1]**2) + c3 * (Q[0]**3 - 3 * Q[0] * Q[1]**2)
    return lattice + np.linalg.eigvalsh(H)[0]


def relax(sec, force=V, repulsion=1.0, c3=0.0):
    """Lowest minimum over Q: energy and position."""
    best = None
    for phi in 0.1 + np.arange(6) * np.pi / 3:
        start = force / k * np.array([np.cos(phi), np.sin(phi)])
        r = minimize(surface, start, args=(sec, force, repulsion, c3),
                     method="Nelder-Mead",
                     options=dict(xatol=1e-8, fatol=1e-12, maxiter=600))
        if best is None or r.fun < best.fun:
            best = r
    return best.fun, best.x


# no Coulomb terms: the bare gains, displacements and senses of distortion
gain, radius, sense = {}, {}, {}
for name, sec, factor, length, sign in [("single", single, 1, 1, -1),
                                        ("pair", singlet, 4, 2, -1),
                                        ("triplet", triplet, 1, 1, 1)]:
    e, Q = relax(sec, repulsion=0.0)
    gain[name], radius[name] = -e, np.hypot(*Q)
    sense[name] = np.cos(3 * np.arctan2(Q[1], Q[0]))
    assert abs(gain[name] - factor * E_JT) < 1e-8
    assert abs(radius[name] - length * V / k) < 1e-5
    assert abs(sense[name] - sign) < 1e-5

# with Coulomb terms
E1, _ = relax(single)
Es, Qs = relax(singlet)
Et, _ = relax(triplet)
Es0, Et0 = surface([0, 0], singlet), surface([0, 0], triplet)
pair_estimate = U - 4 * E_JT - J**2 / (6 * E_JT)
assert abs(E1 + E_JT) < 1e-8
assert abs(Et - (Up - J - E_JT)) < 1e-8
assert abs((Et0 - Et) - E_JT) < 1e-8
assert abs(Es - pair_estimate) < 1e-4   # next order is 2 J^3/(12 E_JT)^2
U_eff = Es - 2 * E1
assert abs(U_eff - (U - 2 * E_JT)) < 5e-3  # pair hopping is left out of estimate


def spin_gap(e_jt):
    force = np.sqrt(2 * k * e_jt)
    return relax(singlet, force)[0] - relax(triplet, force)[0]


E_cross = brentq(spin_gap, 0.02, 0.10, xtol=1e-6)
E_cross_estimate = (U - Up + J) / 3
assert abs(E_cross / E_cross_estimate - 1) < 0.10  # leading order in J only

# ---- neglected effects ------------------------------------------------------
gain3 = {}
for name, sec, weight in [("single", single, 1), ("pair", singlet, 8),
                          ("triplet", triplet, -1)]:
    gain3[name] = -relax(sec, repulsion=0.0, c3=cubic)[0]
    first_order = gain[name] + weight * cubic * (V / k)**3
    second_order_size = (3 * cubic * radius[name]**2)**2 / k
    assert abs(gain3[name] - first_order) < second_order_size

t2_ops = []
for i, j in [(1, 2), (0, 2), (0, 1)]:
    T = np.zeros((3, 3))
    T[i, j] = T[j, i] = 1
    t2_ops.append(T)


def multimode_gain(occ, VA, VT):
    """Breathing, e and t2 modes together, equal stiffness, no Coulomb terms."""
    ops = np.array([VA * np.eye(3), V * coupling[0], V * coupling[1]]
                   + [VT * T for T in t2_ops])

    def energy(q):
        levels = np.linalg.eigvalsh(np.tensordot(q, ops, axes=1))
        return 0.5 * k * q @ q + levels @ occ
    return -min(minimize(energy, rng.normal(size=6) * 0.3, method="BFGS").fun
                for _ in range(15))


fillings = [np.array([1, 0, 0]), np.array([2, 0, 0]), np.array([1, 1, 0])]
VT_weak, VT_strong, VA = 1.5, 2.5, 1.0
weak = [multimode_gain(o, 0.0, VT_weak) for o in fillings]
strong = [multimode_gain(o, 0.0, VT_strong) for o in fillings]
breath = [multimode_gain(o, VA, 0.0) for o in fillings]
E_trig = 2 * VT_strong**2 / (3 * k)
assert 2 * VT_weak**2 / (3 * k) < E_JT < E_trig
assert np.allclose(weak, np.array([1, 4, 1]) * E_JT, atol=1e-6)
assert np.allclose(strong, np.array([1, 4, 1]) * E_trig, atol=1e-6)
E_breath = VA**2 / (2 * k)
assert np.allclose(breath, np.array([1, 4, 1]) * E_JT
                   + np.array([1, 4, 4]) * E_breath, atol=1e-6)

k_SI = k * const.e / const.angstrom**2
hw = const.hbar * np.sqrt(k_SI / (mass_u * const.atomic_mass)) / const.e
separation = np.sqrt(3) * np.hypot(*Qs)
overlap = np.exp(-k * separation**2 / (4 * hw))
x = np.linspace(-2, 2, 8001)
alpha = k / hw                      # M omega / hbar in 1/A^2
left = np.exp(-alpha * (x - separation / 2)**2 / 2)
right = np.exp(-alpha * (x + separation / 2)**2 / 2)
assert abs(np.sum(left * right) / np.sum(left**2) / overlap - 1) < 1e-6
rot = np.array([[-0.5, -np.sqrt(0.75)], [np.sqrt(0.75), -0.5]])
midpoint = surface((Qs + rot @ Qs) / 2, singlet) - Es
assert abs(midpoint - (3 * E_JT - J)) < 5e-3  # estimate omits J^2/(6 E_JT)
kT = {T: const.k * T / const.e for T in (20, 300)}

# ---- printed results --------------------------------------------------------
print(f"force V                               {V:.2f} eV/A")
print(f"stiffness k                           {k:.2f} eV/A^2")
print(f"same-orbital repulsion U              {U:.3f} eV")
print(f"different-orbital repulsion U'        {Up:.3f} eV")
print(f"exchange J                            {J:.3f} eV")
print(f"independent e couplings allowed by Td {n_couplings:.0f}")
for label, v in zip("xyz", forces):
    print(f"force vector v_{label}                     ({v[0]:+.4f}, {v[1]:+.4f})")
print(f"E_JT = V^2/2k                         {E_JT:.4f} eV")
for name in gain:
    print(f"{name:8s} gain, no Coulomb terms       {gain[name]:.4f} eV"
          f" = {gain[name] / E_JT:.3f} E_JT")
    print(f"{name:8s} displacement |Q|             {radius[name]:.4f} A,"
          f" cos(3 phi) = {sense[name]:+.2f}")
print(f"best of 3000 random pairs             {best_pair:.3f} E_JT")
print(f"best of 3000 random triplets          {best_triplet:.3f} E_JT")
print(f"undistorted lowest singlet            {Es0:.4f} eV")
print(f"undistorted triplet                   {Et0:.4f} eV")
print(f"relaxed singlet, diagonalized         {Es:.4f} eV")
print(f"relaxed singlet, estimate             {pair_estimate:.4f} eV")
print(f"pair-hopping lowering J^2/(6 E_JT)    {J**2 / (6 * E_JT):.4f} eV")
print(f"relaxed triplet                       {Et:.4f} eV")
print(f"triplet minus singlet, relaxed        {Et - Es:.4f} eV")
print(f"singlet gain from lowest undistorted  {(Es0 - Es) / E_JT:.3f} E_JT")
print(f"E_JT at spin crossover, diagonalized  {E_cross:.4f} eV")
print(f"E_JT at spin crossover, estimate      {E_cross_estimate:.4f} eV")
print(f"effective repulsion, diagonalized     {U_eff:.4f} eV")
print(f"effective repulsion U - 2 E_JT        {U - 2 * E_JT:.4f} eV")
print(f"cubic coefficient                     {cubic:.2f} eV/A^3")
for name in gain3:
    print(f"{name:8s} gain with cubic term         {gain3[name]:.4f} eV")
print(f"pair/single ratio with cubic term     {gain3['pair'] / gain3['single']:.3f}")
print(f"triplet/single ratio with cubic term  {gain3['triplet'] / gain3['single']:.3f}")
for VT, res in [(VT_weak, weak), (VT_strong, strong)]:
    print(f"t2-mode force {VT:.1f} eV/A: single, pair, triplet gains "
          + ", ".join(f"{r:.4f}" for r in res) + " eV")
print(f"breathing force {VA:.1f} eV/A: single, pair, triplet gains "
      + ", ".join(f"{r:.4f}" for r in breath) + " eV")
print(f"mode mass                             {mass_u:.3f} u")
print(f"mode quantum                          {1000 * hw:.1f} meV")
print(f"distance between pair wells           {separation:.3f} A")
print(f"vibrational overlap of pair wells     {overlap:.1e}")
print(f"lowest-order tunnelling J x overlap   {J * overlap:.1e} eV")
print(f"energy midway between pair wells      {midpoint:.3f} eV above minimum")
for T in kT:
    print(f"midway energy / kT at {T:3d} K           {midpoint / kT[T]:.1f}")
print("success")
```

Running it gives:

```
force V                               2.00 eV/A
stiffness k                           10.00 eV/A^2
same-orbital repulsion U              0.250 eV
different-orbital repulsion U'        0.150 eV
exchange J                            0.050 eV
independent e couplings allowed by Td 1
force vector v_x                     (-0.5000, +0.8660)
force vector v_y                     (-0.5000, -0.8660)
force vector v_z                     (+1.0000, +0.0000)
E_JT = V^2/2k                         0.2000 eV
single   gain, no Coulomb terms       0.2000 eV = 1.000 E_JT
single   displacement |Q|             0.2000 A, cos(3 phi) = -1.00
pair     gain, no Coulomb terms       0.8000 eV = 4.000 E_JT
pair     displacement |Q|             0.4000 A, cos(3 phi) = -1.00
triplet  gain, no Coulomb terms       0.2000 eV = 1.000 E_JT
triplet  displacement |Q|             0.2000 A, cos(3 phi) = +1.00
best of 3000 random pairs             3.915 E_JT
best of 3000 random triplets          0.970 E_JT
undistorted lowest singlet            0.2000 eV
undistorted triplet                   0.1000 eV
relaxed singlet, diagonalized         -0.5520 eV
relaxed singlet, estimate             -0.5521 eV
pair-hopping lowering J^2/(6 E_JT)    0.0021 eV
relaxed triplet                       -0.1000 eV
triplet minus singlet, relaxed        0.4520 eV
singlet gain from lowest undistorted  3.760 E_JT
E_JT at spin crossover, diagonalized  0.0473 eV
E_JT at spin crossover, estimate      0.0500 eV
effective repulsion, diagonalized     -0.1520 eV
effective repulsion U - 2 E_JT        -0.1500 eV
cubic coefficient                     1.00 eV/A^3
single   gain with cubic term         0.2088 eV
pair     gain with cubic term         0.8794 eV
triplet  gain with cubic term         0.1926 eV
pair/single ratio with cubic term     4.211
triplet/single ratio with cubic term  0.923
t2-mode force 1.5 eV/A: single, pair, triplet gains 0.2000, 0.8000, 0.2000 eV
t2-mode force 2.5 eV/A: single, pair, triplet gains 0.4167, 1.6667, 0.4167 eV
breathing force 1.0 eV/A: single, pair, triplet gains 0.2500, 1.0000, 0.4000 eV
mode mass                             28.085 u
mode quantum                          38.6 meV
distance between pair wells           0.692 A
vibrational overlap of pair wells     3.4e-14
lowest-order tunnelling J x overlap   1.7e-15 eV
energy midway between pair wells      0.552 eV above minimum
midway energy / kT at  20 K           320.3
midway energy / kT at 300 K           21.4
success
```
